Importance Sampling of Rare Memory-Cell Failures with Separate Failure Regions

**1. Two tails and one shift**

Let z be a standard normal number with density φ, and let failure mean |z| > β. With Φ the normal distribution function, the failure probability is P = 2Φ(−β). For large β, ordinary sampling sees almost no failures. Suppose we draw instead from φ(z−β), centred on the right-hand boundary, and give each failing sample the weight

w(z) = φ(z)/φ(z−β) = exp(−βz + β²/2).

About half the samples now fail. A left-hand failure, however, needs a deviation of more than 2β from the new centre, with probability Φ(−2β). A run of ordinary length contains none, and its average settles near Φ(−β), half the truth.

The estimator is still unbiased, because the rare left-hand samples carry huge weights. Its second moment is the integral of φ(z)²/φ(z−β) over both tails. Since

−z²/2 − βz + β²/2 = −(z+β)²/2 + β²,

the integrand equals exp(β²)φ(z+β), and the integral is

exp(β²)[Φ(−2β) + 1/2].

The first term is the right tail, which the run samples. The second is the left tail, which it does not. The reported variance reflects the small term, while the exact variance is governed by the large one.

**2. Weights and second moment in several dimensions**

For a memory cell, z has six independent standard normal components: the threshold-voltage shifts of its transistors, each divided by its standard deviation. Let F be the failure set, 1_F its indicator and q a sampling density that is positive wherever φ is positive on F. Then

P = ∫_F φ dz = ∫ (φ/q) 1_F q dz = E_q[w 1_F],  w = φ/q.

For q(z) = φ(z−μ), the normalizing constants cancel:

ln w = −|z|²/2 + |z−μ|²/2 = −μ·z + |μ|²/2.

The estimate from N samples is the mean of w1_F. Its variance is (M − P²)/N, with M = E_q[w²1_F] = ∫_F φ²/q dz. Completing the square as before,

φ²/q = φ(z) exp(−μ·z + |μ|²/2) = exp(|μ|²) φ(z+μ),

M = exp(|μ|²) Prob(Z−μ ∈ F),  (1)

where Z is standard normal. The exact second moment is thus set by how often F is hit from the reversed centre −μ.

Now take two flat regions, A: u_A·z > β and B: u_B·z > β, with unit normals of cosine ρ = u_A·u_B, and a shift μ = m u_A. Under q the projection u_B·z has mean mρ and unit variance. Under the reversed shift its mean is −mρ. Therefore

hit probability of B in the run: h = Φ(−(β − mρ)),  (2)
hit probability of B from −μ: Φ(−(β + mρ)).  (3)

For m = β and ρ = −1 these are Φ(−2β) and 1/2, as in Section 1. The chance that N samples contain no point of B is (1−h)^N ≥ 1 − Nh. When Nh is small, the run typically reports P_A = Prob(Z ∈ A), with an error bar that belongs to A alone.

**3. Choosing the shift**

The ideal density is the conditional one, p = φ1_F/P, but it contains the unknown P. We can choose the shifted Gaussian that minimizes the relative entropy ∫p ln(p/q)dz. The part that depends on μ is

−∫p ln q dz = constant + ½E[|z−μ|² | F].

Its gradient with respect to μ is μ − E[z|F], so the minimum lies at

μ = E[z|F].  (4)

For one half-space the mean of z beyond β is ∫_β^∞ zφ dz/Φ(−β) = φ(β)/Φ(−β), because zφ = −dφ/dz. At β = 5 this is 5.187.

Least variance is a different criterion. By (1), the half-space has M = exp(m²)Φ(−β−m). Setting the derivative of ln M to zero gives

2m = φ(β+m)/Φ(−β−m) ≈ (β+m) + 1/(β+m),

where the right side is the leading large-argument form. Putting m ≈ β in the small term gives m ≈ β + 1/(2β), or 5.10 at β = 5; numerical minimization gives 5.097. The relative variance per sample, M/P² − 1, is 5.65 at that shift and 5.67 at the conditional mean, so the choice hardly matters here.

The size of this number follows from Φ(−t) ≈ φ(t)/t. With m = β,

M/P² ≈ exp(β²)[φ(2β)/(2β)]/[φ(β)/β]² = β√(2π)/2.

At β = 5 this is 6.3, hence a relative variance of about 5.3 at leading order. For large β it grows roughly in proportion to β. For plain sampling the corresponding quantity is (1−P)/P, which grows roughly as exp(β²/2).

Equation (4) must be applied to each region separately. If F consists of two regions that are mirror images of each other through the origin, the mean over all of F lies at the origin, and nothing is gained.

**4. The spread of threshold voltage**

The example cell has a gate length L = 40 nm, an electrical oxide thickness of 2.3 nm and a uniform channel doping N_A = 4×10¹⁸ cm⁻³. The depletion depth is d = 18.2 nm. The widths W are 100 nm for the pull-down, 80 nm for the access and 70 nm for the pull-up transistors. Threshold magnitudes are used for both carrier types.

One extra dopant at depth x, with its charge q_e spread over the gate area WL, would alter the surface potential. At threshold that potential is held fixed, so the depletion edge moves by δd with

x/(WL) + N_A d δd = 0.

The net change of depletion charge is then (q_e/WL)(1 − x/d). Dividing by the oxide capacitance C per area gives the threshold shift s(1 − x/d), with s = q_e/(CWL). This treatment is one-dimensional: it ignores the place of the dopant in the plane of the channel.

If the dopants form a Poisson process with mean number n = N_A W L d, the k-th cumulant of their summed shift is

κ_k = N_A W L s^k ∫₀^d (1−x/d)^k dx = n s^k/(k+1).

Hence

σ_dop² = n s²/3,  skewness = κ₃/κ₂^(3/2) = 3√3/(4√n).

For the access transistor n = 233 and s = 3.34 mV, so σ_dop = 3.34 × √(233/3) = 29.4 mV. The skewness of this linear sum is 0.085; a simulation of Poisson dopants with the same linear weights gave 0.082.

The linear sum is enough for σ_dop but not for the skewness. Let H be the fluctuation of the dopant count within depth d, and A that of the sum of x/d. Keeping the square of δd changes the total shift from s(H − A) to s[H − A − A²/(2n)]. The covariance of H − A with A is n(1/2 − 1/3) = n/6, so the new term adds −6(n/6)²/(2n) = −n/12 to κ₃/s³. This leaves n/4 − n/12 = n/6, and the skewness of the depletion model is √3/(2√n) = 0.057, two thirds of the linear value.

Gate edges are rough as well. Let each edge have standard deviation 1.3 nm and correlation exp(−|y−y'|/Λ) along the width, with Λ = 25 nm. Averaging over the width multiplies the variance by

g = (2/W²)∫₀^W (W−t) exp(−t/Λ) dt = 2c[1 − c(1−exp(−1/c))],  c = Λ/W.

For the access transistor c = 0.3125 and g = 0.438. Two independent edges give a length spread of 1.3 × √(2×0.438) = 1.22 nm. A threshold roll-off of 8 mV/nm turns this into 9.7 mV. Independent contributions add in quadrature: √(29.4² + 9.7²) = 31.0 mV. The same steps give 27.8 mV for the pull-down and 33.0 mV for the pull-up.

**5. When does a read destroy the bit?**

Each transistor current is proportional to its width times a drive QR. With thermal voltage V_t, slope factor n_s = 1.4, gate voltage V_G and drain voltage V_D, both measured from the source,

x = (V_G − V_T + 0.10V_D)/(n_sV_t),  Q = n_sV_t ln(1+e^x),
R = r/√(1+r²),  r = V_D/V_s,  V_s = V_t + (V_sat−V_t)S,  S = e^x/(1+e^x).

Here V_sat = vL/mobility = 8×10⁶ × 4×10⁻⁶/200 = 0.16 V, with v the carrier velocity in cm/s. The nominal threshold is 0.45 V, an input chosen independently of Section 4: a long-channel transistor with that doping and oxide and a band-edge gate would have about 0.73 V, so the lower value presumes a strong short-channel roll-off, which the one-dimensional dopant spread does not include. For the access transistor the threshold rises by 0.15 V per volt of source voltage. This is a chosen input: in a long-channel transistor with n_s = 1.4 the rise would be about 0.4 V per volt at small source voltage, which would weaken the access transistor and favour survival of the bit. Holes have half the drive of electrons.

The drive rises with gate voltage although V_s rises too. The logarithmic derivative of Q with respect to x is S/ln(1+e^x), and that of V_s is (V_sat−V_t)S(1−S)/V_s. Since ln(1+e^x) ≤ e^x = S/(1−S),

(V_sat−V_t)(1−S)ln(1+e^x) ≤ (V_sat−V_t)S < V_s,

so Q grows faster than V_s. The factor R depends on r with logarithmic slope 1/(1+r²) ≤ 1, and QR therefore increases with x. A larger drain voltage raises both x and, at fixed x, r, so it also increases the drive.

During a read, both bit lines and the word line are held at the supply V. Let a and b be the left and right node voltages, and I_L and I_R the net currents charging the nodes. Raising either voltage strengthens a discharging path or weakens a charging one, so both currents decrease with a and with b.

The bit "left low" survives if some pair a ≤ b satisfies

I_L(a,b) ≤ 0 and I_R(a,b) ≥ 0.  (5)

To see this, consider the box of left voltages from 0 to a and right voltages from b to V. On its face at left voltage a, the right voltage is at least b, so I_L ≤ 0. On the face at right voltage b, the left voltage is at most a, so I_R ≥ 0. At the outer faces the supply rails prevent escape. A cell starting at (0,V) stays in the box and keeps left ≤ right.

Conversely, at (0,V) the left node cannot fall and the right node cannot rise. These directions persist: if I_L reaches zero while the right voltage is falling, that fall pushes I_L upward, and the mirrored argument holds for I_R. Both voltages are therefore monotone and bounded, and they reach an equilibrium. If it has left ≤ right, it supplies the pair in (5).

Region A is the loss of "left low" and region B the loss of "right low". Apart from ties of zero probability they cannot overlap, because at least one equilibrium exists and it preserves one of the two bits. The halves of the cell are nominally identical, so

P = P_A + P_B = 2P_A.

In a test on 150 cells drawn around the failure boundary, criterion (5) and time integration of the node equations agreed for every cell.

**6. Finding the regions**

The supply is 0.68 V, the lowest on a 20 mV grid starting at 0.50 V for which a physically guessed failure direction reaches the boundary at 5.5 standard deviations or more; the distance found is 5.55. The search then has four stages.

1. Draw 3000 samples with all spreads enlarged by 2.5 and sort the failures by the bit lost.
2. Take the mean direction of the A failures and find the boundary along it by bisection.
3. Draw samples around that boundary point and form the weighted mean of those in A, which estimates (4).
4. Obtain μ_B by exchanging the two halves of the cell.

The first stage found 54 failures in A and 60 in B. The resulting shift, in standard deviations and in millivolts, is

left pull-down, access, pull-up: 2.74, −3.19, 0.13 (76, −99, 4 mV);
right pull-down, access, pull-up: −3.18, 0.03, 1.85 (−88, 1, 61 mV).

These components estimate E[z|A] from one finite sample and scatter by about 0.1 standard deviations. A weak left pull-down and a strong left access transistor let the low node rise. A strong right pull-down and a weak right pull-up make the high node fall more readily. The right access transistor hardly matters: while its node is above roughly 0.68 − 0.45 = 0.23 V, it is below threshold.

The length of μ_A is 5.588, and the boundary along it lies at 5.469. The scalar product with the mirrored shift is

μ_A·μ_B = 2[2.74(−3.18) + (−3.19)(0.03) + 0.13(1.85)] = −17.1.

Dividing by 5.588² = 31.2 gives ρ = −0.55. The regions are far apart but not opposite. The negative product comes from the pull-down transistors, which contribute −17.4; the other terms add only about 0.3.

**7. A reference without likelihood weights**

Write z = y + t u, where u is the direction of μ_A and y is perpendicular to it. Then t is standard normal and independent of y. If each line enters A at t = c(y) and stays there,

P_A = E_y[Φ(−c(y))].  (6)

This integrates the rare direction analytically. The condition is plausible here because loss is monotone in each threshold shift, and the components of u have the harmful sign except for the small left pull-up component. The exception is sampling scatter, since monotone loss gives the exact mean E[z|A] no component of harmless sign. But u contains it, so the condition is assumed, not proved.

With 400 lines, (6) gives P = 2P_A = (5.58 ± 0.12)×10⁻⁸. Errors in this text are one standard error unless stated otherwise. A flat boundary at 5.469 would give 2Φ(−5.469) = 4.5×10⁻⁸, so the variation of c(y) from line to line is not negligible.

**8. A convincing wrong answer**

A run of 4000 samples centred on μ_A, counting failures of either bit, returns

P_single = (2.87 ± 0.12)×10⁻⁸.

This is 0.515 of the reference and lies 23 reported standard errors below it. It agrees with P_A = 2.79×10⁻⁸. No B failure occurred. With m = 5.588, equation (2) gives the argument 5.469 + 0.55×5.588 = 8.54, and the flat-region estimate of the number of B hits in the whole run is 2.7×10⁻¹⁴. Making the run a thousand times longer would narrow the error bar around the wrong value.

One measure of weight quality is the effective number of failure samples,

N_eff = (Σ w1_F)²/Σ(w1_F)².

Here it is a comfortable 520. It cannot reveal the fault, because it restates the reported error. For large N the squared relative error is

[Σ(w1_F)²/N − (Σw1_F/N)²]/[N(Σw1_F/N)²] = 1/N_eff − 1/N.

With 520 and 4000 this gives √(0.00192 − 0.00025) = 0.041, the reported relative error. Both quantities know only the samples that were drawn.

Equation (1) supplies information from elsewhere. Of 2000 samples centred at −μ_A, a fraction 0.0090 failed. The flat-region estimate (3) gives Φ(−(5.469 − 3.07)) = Φ(−2.40) = 0.008, which is of similar size. Hence

M ≈ exp(31.2) × 0.0090 ≈ 3×10¹¹,

whereas the run itself showed 6×10⁻¹⁵. The fraction rests on 18 failures and is uncertain by about a quarter, which is immaterial beside 26 orders of magnitude. The exact relative standard error of the 4000-sample estimator is

√(M/4000)/P ≈ 1.6×10¹¹,

not 0.041. So large a standard deviation does not describe typical scatter: typical runs cluster near P_A, and events too rare to observe carry both the missing mean and the variance.

**9. One centre per region**

Let the sampling density be a mixture of Gaussians with centres μ_k and shares α_k that sum to one. Since φ(z−μ_k)/φ(z) = exp(μ_k·z − |μ_k|²/2), the weight is

w = 1/Σ_k α_k exp(μ_k·z − |μ_k|²/2).  (7)

The full mixture belongs in the denominator, whichever component produced the sample. We use shares 0.45 at μ_A, 0.45 at μ_B and α₀ = 0.1 at the origin. From 8000 samples,

P_mix = (5.43 ± 0.17)×10⁻⁸,

with 1996 hits in A, 1991 in B and N_eff = 868. The difference from line sampling, 0.15×10⁻⁸, is 0.7 of the combined standard error. Plain sampling would need about 1.8×10¹⁰ cells for the same relative error.

The unshifted share ensures w ≤ 1/α₀ = 10, so M ≤ 10P. This bounds the exact variance even if a region has no centre, but it does not find that region. The 800 or so unshifted samples would hit a forgotten B on average 800 × 2.8×10⁻⁸ ≈ 2×10⁻⁵ times.

With all spreads multiplied by 2.2, failure is frequent enough for plain sampling. It gave 0.0155 ± 0.0014, and the mixture with rescaled centres gave 0.0164 ± 0.0005. The error bars were tested on two flat regions with β = 4 and ρ = −0.8, in 500 runs of 2000 samples. Nominal 95% intervals covered the truth in none of the single-shift runs and in 94.8% of the mixture runs, which used equal shares at the two centres and no unshifted share.

**10. What the diagnostics can miss**

The reversed shift works well for regions roughly opposite to A. For a flat region at right angles, ρ = 0, equation (3) gives Φ(−β), which is 2.9×10⁻⁷ at β = 5. A reversed run of 2000 samples would very probably miss it, although its part of M, exp(β²)Φ(−β), far exceeds the part exp(β²)Φ(−2β) from A. A clean reversed run is therefore no certificate.

The inflated pilot has no preferred direction. It hits a flat region at distance D with probability Φ(−D/2.5), or 0.0228 at D = 5. The chance of missing it in 3000 samples is at most exp(−3000Φ(−D/2.5)), which is 5% when Φ(−D/2.5) = 0.001, or D ≈ 7.7. Flat regions nearer than this would probably be hit, and more distant ones add negligibly to P. A hit alone does not identify a new region, however: sorting the failures by the lost bit would not separate two regions that lose the same bit. A narrow region can escape at a smaller distance, so no finite pilot proves the list complete.

**11. The number beside a real cell**

The dimensions, doping and spreads are rough values for a planar bulk cell of the 45 nm class. The supply of 0.68 V is well below the roughly 1 V at which such cells normally run, so the example describes low-voltage operation. For 2²⁰ cells the mixture predicts on average 0.057 cells that lose one of their two bit values in a read, and the single shift 0.030; other failure modes, such as a failed write, are not counted.

Real chips break the assumptions of a fixed 300 K and a fixed mean threshold. At the same supply, operation at 85 °C, with thresholds falling by 0.8 mV/K and with mobility and carrier velocity left unchanged in the model, multiplies P by about 70. Lowering all n-channel thresholds on the die by 30 mV multiplies it by about 25. Either effect far outweighs the factor of two from the missed region, so P is a conditional probability for a stated temperature and die. It is equally conditional on the spreads of Section 4, which come from a rough one-dimensional model: if all of them were 10% larger, the flat-region estimate Φ(−5.469/1.1)/Φ(−5.469) would multiply P by about 15.

Smaller corrections are a factor of about 1.2 for a 3% random mismatch of current factors, taken as independent of the thresholds, and roughly 0.8 for the linear-sum skewness of Section 4; the smaller skewness of the full depletion model would bring this factor closer to one. Variation of gate length can change current factor and threshold together, and the effect of such a correlated mismatch can be considerably larger than 1.2. Skewness lengthens the upper threshold tails and shortens the lower ones, and the two largest shifts in μ_A are negative. Refining the voltage grid used to search for (5) from 40 to 800 points moves the boundary along μ_A from 5.469 to 5.473, which lowers the flat-region probability by about 2%. The distances are resolved only to about 0.002 and the node voltages to about 0.2 mV, so this shows no more than a bias of a few per cent. The cell estimates above all use the coarse grid and so share a bias of this kind, but its size was checked only along this direction. Gate tunnelling through the pull-down, at a rough 1 A/cm², is 4×10⁻⁴ of the access current when the cell node stands at half the supply voltage, and the supply divided by the electrical oxide thickness is 3.0 MV/cm; the depletion charge of Section 4 alone gives an oxide field of 3.4 MV/cm at the long-channel threshold of about 0.73 V, which a gate at 0.68 V does not reach. With a band-edge gate at the supply voltage the field is about 3.3 MV/cm in a long channel, and at most about 3.2 MV/cm where the surface is inverted. The finite length of the word-line pulse and the droop of the bit lines are left out and have not been sized.

The numerical output below lists the inputs and results.

Computed results

```
Temperature 300 K; gate length 40 nm; T_inv 2.3 nm
Doping 4.0e+18 cm^-3; depletion depth 18.2 nm
VT0 0.45 V; slope factor 1.4; DIBL 0.10 V/V; body 0.15 V/V
Velocity 8.0e+06 cm/s; mobility 200 cm2/Vs; Vsat 0.16 V
Hole/electron drive ratio 0.5; VT roll-off 8 mV/nm
Edge roughness 1.3 nm; correlation length 25 nm
pull-down: W 100 nm, dopants 291, sigma dopant 26.3, geometry 9.0, total 27.8 mV
access: W 80 nm, dopants 233, sigma dopant 29.4, geometry 9.7, total 31.0 mV
pull-up: W 70 nm, dopants 204, sigma dopant 31.4, geometry 10.1, total 33.0 mV
Access skewness: formula 0.085, simulated 0.082
Selected supply 0.68 V; distance along guess 5.55 sigma
Pilot: 3000 samples, spread x2.5; A failures 54, B 60
Shift mu_A (sigma; left PD,AX,PU, right PD,AX,PU): [ 2.74 -3.19  0.13 -3.18  0.03  1.85]
Shift mu_A (mV): [ 76. -99.   4. -88.   1.  61.]
|mu_A| 5.588; boundary distance 5.469, fine grid 5.473
Voltage-grid effect on P, factor 0.976
Cosine between region directions -0.550
Static/time-integration agreement 1.000 of 150 cells
Line-sampling reference P 5.579e-08 +- 1.2e-09 (400 lines)
Single shift P 2.874e-08 +- 1.2e-09 (N=4000)
Single/reference 0.515; shortfall 23.0 reported errors
Single effective failure samples 520; B hits 0
Expected B hits in this run, half-space estimate 2.7e-14
Reversed-shift failure fraction 0.0090 (N=2000)
Second moment: seen 6.35e-15, exact 3.28e+11
Relative standard error: reported 0.041, exact 1.6e+11
Mixture P 5.430e-08 +- 1.7e-09 (N=8000); shares [0.1  0.45 0.45]
Mixture effective failure samples 868; A hits 1996, B hits 1991
Plain samples for the same relative error 1.79e+10
Expected failing cells in 2^20: single 0.030, mixture 0.057
Spread x2.2: plain P 0.0155 +- 0.0014, mixture 0.0164 +- 0.0005
Half-space beta=5: least-variance shift 5.097, conditional mean 5.187
Relative variance per sample: 5.646 and 5.672
Right-angle region at 5 sigma, hit chance: reversed 2.9e-07, inflated 0.0228
95% interval coverage, 500 runs, beta=4, rho=-0.8: single 0.000, mixture 0.948
Current-factor mismatch used 3.0 %
Factor on P from 85 degC operation: 71.23
Factor on P from n-channel VT 30 mV lower on whole die: 24.82
Factor on P from current-factor mismatch: 1.21
Factor on P from Poisson skewness of dopants: 0.76
Gate leakage/access current at half supply 3.9e-04 (leakage density rough, 1 A/cm2)
Oxide field scale VDD/T_inv 2.96 MV/cm
```
